# Least-squares fit of ligand-field and Racah parameters to a CASCI matrix, part 2

The model \(H_{\rm LF}=\hat h_{\rm fit}+AO_A+BO_B+CO_C\) is fitted to the CASCI matrix \(H\) of \(n\) electrons in five real orbitals \(\varphi_p\), ordered \(xy, yz, z^2, xz, x^2-y^2\), by minimising \(\|H-E_{\rm core}-H_{\rm LF}\|_F^2\) over all \(\binom{10}{n}\) determinants. The algebra uses atomic units, without spin-orbit coupling. The orbitals minimise the mean energy \(\bar E\) and are aligned with free-ion 3d orbitals through \(\varphi'_p=\sum_a\varphi_aU_{ap}\), \(U\in O(5)\).

With \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\), \(\hat y=\sum y_{pq}E_{pq}\), \(g_{pqrs}=(pq|rs)\) and \(h\) including the closed-shell field,
\[
H=E_{\rm core}+\hat h+V[g],\qquad V[g]=\tfrac12\sum_{pqrs}g_{pqrs}\left(E_{pq}E_{rs}-\delta_{qr}E_{ps}\right).
\]
The traceless part of \(y\) is \(y^\circ\). The contraction of \(g\) is
\[
v_{pq}=\sum_r\left[2(pq|rr)-(pr|rq)\right];
\]
the active Fock operator \(F_o\) has active block \(h+\frac{n-1}9v\). The tensor \(t[y]_{pqrs}=y_{pq}\delta_{rs}+\delta_{pq}y_{rs}\) gives \(V[t[y]]=(n-1)\,\hat y\) and contracts to \(8y\) for traceless \(y\); \(c^0_{pqrs}=\delta_{pq}\delta_{rs}\) contracts to \(9\delta_{pq}\).

The tensors \(c^k\), \(k=0,2,4\), span all rotation-invariant \(g\) and are orthogonal in \(\langle g,g'\rangle=\sum g_{pqrs}g'_{pqrs}\). For a common radial function \(g=\sum F^kc^k=Ag^A+Bg^B+Cg^C\), with radial integrals \(F^k\), \(O_X=V[g^X]\) and
\[
A=F^0-\frac{F^4}{9},\qquad B=\frac{F^2}{49}-\frac{5F^4}{441},\qquad C=\frac{35F^4}{441}.
\]
The \(d^2\) terms are
\[
{}^3F:\,A-8B,\qquad {}^3P:\,A+7B,\qquad {}^1D:\,A-3B+2C,
\]
\[
{}^1G:\,A+4B+2C,\qquad {}^1S:\,A+14B+7C .
\]

Constants, traceless \(\hat x,\hat y\) and contraction-free \(W_\perp\) (matrix \(w\) at \(n=2\)) are mutually orthogonal, with
\[
\operatorname{Tr}_n(W_\perp W'_\perp)=\binom6{n-2}\operatorname{tr}(ww'),\qquad \operatorname{Tr}_n(\hat x\hat y)=2\binom8{n-1}\operatorname{tr}(xy).
\]
For \(2\le n\le8\) the image of \(V\) has dimension 120 and rotational content \(3\,(0)+4\,(2)+(3)+4\,(4)+(5)+2\,(6)+(8)\), where \((L)\) denotes rank \(L\). The model's 18 parameters have rank 17, with null vector
\[
\delta h=\tau\,\mathbf 1,\qquad\delta A=-\frac{2\tau}{n-1},
\]
and gauge \(\operatorname{tr}h_{\rm fit}=\operatorname{tr}h\). The d functions are \(d_p\propto\hat r^TQ_p\hat r\), with traceless symmetric \(3\times3\) matrices obeying \(\operatorname{tr}Q_pQ_q=\delta_{pq}\).

### The solution in closed form

A rotation acts on the labels by a matrix \(D\in SO(3)\subset O(5)\), on \(g\) by \(D\) on each index, and on determinants by an orthogonal \(\Gamma(D)\), with \(V[Dg]=\Gamma^TV[g]\Gamma\). The group average \(\bar g\) is invariant, so \(\bar g=\sum\bar F^kc^k\). Since \(\langle Dg,c^k\rangle=\langle g,c^k\rangle\) and the \(c^k\) are orthogonal,
\[
\bar F^k=\frac{\langle g,c^k\rangle}{\langle c^k,c^k\rangle}.
\]
Define \(g^{\rm res}=g-\bar g-t[v^\circ/8]\). Linearity gives the identity
\[
H-E_{\rm core}=\hat h+\frac{n-1}8\widehat{v^\circ}+V[\bar g]+R,\qquad R=V[g^{\rm res}] .
\]
The first three terms are a member of the model with \(\operatorname{tr}h_{\rm fit}=\operatorname{tr}h\). It is the least-squares solution if \(R\) is orthogonal to every model operator.

The contraction of \(g^{\rm res}\) vanishes. Its traceless part is \(v^\circ-0-v^\circ\), because \(\bar g\) contracts to a multiple of the unit matrix. Its trace is zero, because \(\operatorname{tr}v\) is a rotation-invariant linear function and has the same value on \(g\) and \(\bar g\). So \(R\) is orthogonal to constants and to all one-electron operators. For \(O=O_B\) or \(O_C\), invariance gives \(\operatorname{Tr}(RO)=\operatorname{Tr}(\Gamma^TR\,\Gamma\,O)\) for each rotation, hence \(\operatorname{Tr}(RO)=\operatorname{Tr}(\bar RO)\). The average \(\bar R\) vanishes, because \(g-\bar g\) averages to zero and a traceless symmetric matrix has no \(L=0\) part. For \(2\le n\le8\), therefore,
\[
h_{\rm fit}=h+\frac{n-1}8v^\circ,\qquad (A,B,C)=\text{Racah parameters of }\bar F^0,\bar F^2,\bar F^4 .
\]

The fitted ligand field is not the core-dressed \(h\). It adds \(\frac{n-1}8v^\circ\), which is \(9/8\) of the anisotropy \(\frac{n-1}9v^\circ\) of the mean repulsion that one electron feels from the other \(n-1\), each of the other nine spin orbitals being occupied in the fraction \((n-1)/9\). At \(n=1\) the correction is absent. At \(n=9\) the formula for the traceless part still holds and gives \((h+v)^\circ\), the traceless part of the Fock matrix of the filled shell; its eigenvalues with reversed sign are the frozen-orbital hole energies up to a common constant. The factor differs from the \((n-1)/9\) in \(F_o\): 9 is the contraction of \(c^0\), 8 that of \(t[y^\circ]\). The traceless part of the active block of \(F_o\) agrees with \(h_{\rm fit}^\circ\) only for \(n=1\) or \(v^\circ=0\).

At fixed orbitals \(A,B,C\) do not depend on \(n\); orbitals optimised anew for each \(n\) change \(g\) and with it the parameters. Orbital rotations commute with spin, so the averaging argument holds in any spin or \(M_S\) block, and \(A,B,C\) do not depend on such weights as long as the block determines them. In \(d^2\) each \(L\) labels one term. The trace over a term is unchanged by averaging, and the average of \(H-E_{\rm core}\) is \(\frac25\operatorname{tr}h+V[\bar g]\). The five term-averaged energies, less \(\frac25\operatorname{tr}h\), thus obey the three-parameter formulas exactly at any geometry.

The one-electron part does depend on the weights. The \(M_S=0\) block of \(d^2\) is the 25-dimensional product of a spin-up and a spin-down orbital, the matrix of \(V\) is \(g_{pqrs}\) itself, and the inner product is \(\langle\cdot,\cdot\rangle\). For traceless \(x,y\), \(\langle g,t[x]\rangle=2\operatorname{tr}Jx\) with \(J_{pq}=\sum_r(pq|rr)\), and \(\langle t[y],t[x]\rangle=10\operatorname{tr}yx\). This block gives \(h+J^\circ/5\) in place of \(h+v^\circ/8\).

### The residual and the error in the levels

\(R\) lies in the orthogonal complement of the model within the image of \(V\), of dimension 103. Removing three \(L=0\), one \(L=2\) and one \(L=4\) from the opening count leaves \(3(2)+(3)+3(4)+(5)+2(6)+(8)\), with dimensions \(15,7,27,11,26,17\). To resolve \(R\) by rank, take the antisymmetric generators \(K_a\) of rotations in three dimensions, form \((l_a)_{pq}=\operatorname{tr}Q_p[K_a,Q_q]\) and \(\Lambda_a=\hat l_a\). The \(i\Lambda_a\) are the orbital angular momenta up to a sign convention, so \(X\mapsto-\sum_a[\Lambda_a,[\Lambda_a,X]]\) has eigenvalue \(L(L+1)\) on operators of rank \(L\). It is diagonalised in an orthonormal basis of the 103-dimensional space, and \(R\) is expanded in the eigenvectors.

The tensor \(g^{\rm res}\) does not contain \(n\) and is contraction-free, so \(\|R_n\|_F^2=\binom6{n-2}\|R_2\|_F^2\). The size per state, \(\sigma_n=\|R_n\|_F/\binom{10}{n}^{1/2}\), obeys
\[
\frac{\sigma_n}{\sigma_2}=\left[45\binom6{n-2}\Big/\binom{10}n\right]^{1/2},
\]
which is \(1.5\), \(1.79\), \(1.89\) for \(n=3,4,5\) and symmetric under \(n\to10-n\). Values of \(\sigma\) for different \(d^n\) are comparable only after division by this factor.

Let \(E_i\) and \(E_i^{\rm LF}\) be the sorted eigenvalues of \(H\) and \(H-R\), and \(\Delta_i=E_i-E_i^{\rm LF}\). Since \(\operatorname{Tr}R=0\), the \(\Delta_i\) sum to zero. The \(i\)-th eigenvalue is the minimum over \(i\)-dimensional subspaces of the largest Rayleigh quotient, and \(R\) changes every quotient by at most \(\|R\|_2\), its largest absolute eigenvalue. This is Weyl's bound \(|\Delta_i|\le\|R\|_2\); for an excitation energy the bound is \(2\|R\|_2\). For the sum of squares, call the two spectra \(a_i,b_j\), both in descending order, with eigenvectors \(u_i,u'_j\) and \(S_{ij}=(u_i\cdot u'_j)^2\), whose rows and columns sum to one. Then \(\|R\|_F^2=\sum a_i^2+\sum b_j^2-2\sum_ia_ic_i\) with \(c=Sb\). Summation by parts over \(N_s\) states gives \(\sum a_ic_i=\sum_{k<N_s}(a_k-a_{k+1})\sum_{i\le k}c_i+a_{N_s}\sum_ic_i\). Each partial sum is \(\sum_js_jb_j\) with \(0\le s_j\le1\) and \(\sum_js_j=k\), so it does not exceed \(\sum_{i\le k}b_i\), and the full sums are equal. Hence \(\sum a_ic_i\le\sum a_ib_i\), which is the Hoffman–Wielandt bound \(\sum\Delta_i^2\le\|R\|_F^2\): the root-mean-square level error is at most \(\sigma\). When the levels are sorted and paired within each spin, then for a level separated from the other levels of its spin by much more than \(\|R\|_2\) the error is the diagonal element of \(R\) to first order, and the off-diagonal elements act in second order.

### Dependence on the frame

Under \(U\in O(5)\), \(H\to\Gamma^TH\,\Gamma\), and the spectrum is unchanged. If \(U=D\) is a rotation, the \(c^k\) are invariant, so \(A,B,C\) and \(\|R\|\) are unchanged and \(h_{\rm fit}\to D^Th_{\rm fit}D\). The other \(10-3=7\) directions of \(O(5)\) do not preserve \(c^2\) and \(c^4\), and in general the fit changes. Two combinations survive, because \(\Gamma(U)\) commutes with spin and preserves the traces over all \(d^2\) states and over the triplets. With degeneracies \(21,9,5,9,1\) the mean over 45 states is \(A+\frac{-168+63-15+36+14}{45}B+\frac{10+18+7}{45}C=A-\frac{14}9B+\frac79C\), and the triplet mean is \(A+\frac{-168+63}{30}B=A-\frac72B\). Their difference is \(\frac7{18}(5B+2C)\). So \(5B+2C\) and \(A-\frac72B\) are the same in every frame, and any change of \(B\) and \(C\) caused by a faulty frame, such as a wrong order or relative sign of the orbitals, obeys \(\delta C=-\frac52\delta B\). The sign changes produced by a rotation through \(\pi\) about \(x\), \(y\) or \(z\) leave both unchanged.

### Algorithm and numerical error

1. Converge the averaged orbitals, align them, and transform \(h\) and \(g\).
2. Build the matrices \(E_{pq}\) from bit strings, and from them \(H\) and the 18 model matrices \(E_{pp}\), \(E_{pq}+E_{qp}\), \(O_A,O_B,O_C\).
3. Flatten each into a column and solve by singular value decomposition, discarding the zero singular value.
4. Shift along the null vector by \(\tau=(\operatorname{tr}h-\operatorname{tr}h_{\rm fit})/5\).
5. Form \(R\), its norms, its rank content and the level errors.

The design matrix has \(\binom{10}n^2\) rows, at most \(252^2\), and consists of pure numbers, so its conditioning does not depend on the molecule. Its normal matrix is singular and cannot be inverted as it stands. The parameters are linear in the integrals and are not stationary in the orbitals: an orbital error \(\epsilon\) changes them in order \(\epsilon\) but \(\bar E\) only in order \(\epsilon^2\), so convergence is judged on the gradient. When the integrals are at hand, the closed forms replace steps 2 to 4 by sums over \(5^4\) numbers. When \(H\) is a real symmetric effective Hamiltonian that includes dynamic correlation, it need not have the form \(\hat h+V[g]\) with \(g\) of the full symmetry; the closed forms in \(g\) then do not apply, and the parameters must be projected from the matrix itself. For \(d^2\) such a spin-free matrix has \(120+55=175\) free elements (a \(15\times15\) singlet and a \(10\times10\) triplet block), its five term averages are independent, and the exact term relations, the weight independence of \(B,C\) and the count of 103 are lost. The level bounds remain.

### Worked example: V³⁺ and distorted VF₃

Both systems are \(d^2\), treated by CASCI with two electrons in five averaged orbitals, in the def2-SVP basis, without relativity or dynamic correlation. The parameters describe this level of theory and are not predictions of spectra.

For the free ion the averaged density is spherical, the orbitals share one radial function, and \(g^{\rm res}=0\). The computed \(\sigma\) is \(2\times10^{-13}\) eV, the level of rounding. The trapezoidal rule on a logarithmic radial grid gives \(F^0=21.5162\), \(F^2=10.2959\), \(F^4=6.4782\) eV, and so
\[
A=21.5162-0.7198=20.7964,\qquad B=0.2101-0.0734=0.1367,\qquad C=0.5141\ \text{eV},
\]
the values the matrix fit returns; \(B=1102\) and \(C=4147\) cm⁻¹.

For VF₃ the vanadium is at the origin and the fluorines are at \((1.75,0,0)\), \((-0.80,1.60,0.30)\) and \((-0.90,-1.45,0.50)\) Å. The geometry is chosen without symmetry so that no element is forced to vanish; the bonds are 1.750, 1.814 and 1.778 Å, and the basis has 73 functions. The singular values of the overlap with the free-ion 3d orbitals run from 0.966 to 0.905. The mean diagonal element is \(\operatorname{tr}h/5=-34.2881\) eV. The lower triangles of the symmetric traceless parts, in eV, are
\[
h^\circ=\begin{pmatrix}0.938\\-0.611&-0.687\\-0.018&-0.006&-0.676\\-0.162&0.104&0.037&-0.773\\0.065&0.083&-0.166&0.037&1.198\end{pmatrix},
\]
\[
\frac{v^\circ}8=\begin{pmatrix}0.011\\0.137&0.126\\0.018&-0.039&-0.208\\0.029&-0.035&-0.105&0.151\\-0.018&0.002&0.067&-0.070&-0.079\end{pmatrix},
\]
and the matrix fit gives
\[
h^\circ_{\rm fit}=\begin{pmatrix}0.949\\-0.474&-0.562\\-0.001&-0.045&-0.884\\-0.133&0.069&-0.069&-0.622\\0.047&0.085&-0.100&-0.033&1.118\end{pmatrix},
\]
which is their sum within rounding; for \(z^2\), \(-0.6760-0.2075=-0.8835\). The correction changes the order of the diagonal: \(z^2\) is the highest of the three low elements in \(h^\circ\) and the lowest in \(h^\circ_{\rm fit}\). Using \(1/9\) for \(1/8\) would shift that element by \(0.2075/9=0.023\) eV. The eigenvalues of \(h^\circ_{\rm fit}\) are \(-0.911,-0.715,-0.602,1.085,1.141\) eV, a span of 2.052 eV against 2.147 eV for \(h^\circ\). With \(M_S=0\) weights they are \(-0.919,-0.709,-0.595,1.084,1.139\) eV, so the choice of weights moves them by up to 0.008 eV.

The projections are \(\bar F^0=19.1960\), \(\bar F^2=8.7653\), \(\bar F^4=5.5984\) eV, giving \(A=19.1960-0.6220=18.574\), \(B=0.1789-0.0635=0.1154\) and \(C=0.4443\) eV, or \(B=931\) and \(C=3584\) cm⁻¹. The term averages of the CASCI matrix less \(\frac25\operatorname{tr}h\) are 17.6506, 19.3818, 19.1163, 19.9242 and 23.2999 eV for \({}^3F,{}^3P,{}^1D,{}^1G,{}^1S\). From three of them, \(B=1.7312/15=0.11541\), \(A=17.6506+0.9233=18.5739\) and \(C=(19.9242-17.6506-1.3850)/2=0.4443\) eV. These give \({}^1D=18.5739-0.3462+0.8886=19.1163\) and \({}^1S=18.5739+1.6158+3.1101=23.2998\) eV. The average energy is recovered as \(E_{\rm core}+\frac25\operatorname{tr}h+A-\frac{14}9B+\frac79C=-33717.058-68.576+18.574-0.180+0.346=-33766.894\) eV. Relative to the ion in the same basis, \(B\) is reduced by the factor 0.844 and \(C\) by 0.864. The fit does not divide this reduction between radial expansion and mixing with fluorine orbitals.

The residual has \(\|R\|_F=0.1877\) eV, \(\|R\|_2=0.081\) eV and \(\sigma=0.1877/\sqrt{45}=0.0280\) eV. The part of the anisotropic repulsion absorbed in \(h_{\rm fit}\) has squared norm \(2\binom81\operatorname{tr}(v^\circ/8)^2=16\times0.1746=2.79\) eV², against \(0.035\) eV² for \(R\): about 99% of the squared norm of \(V[g-\bar g]\) is taken up by the one-electron parameters in this molecule. The triplet levels, in eV above the CASCI ground state, are as follows.

| CASCI | model | CASCI | model |
|---|---|---|---|
| 0.000 | 0.032 | 1.600 | 1.588 |
| 0.230 | 0.231 | 1.654 | 1.659 |
| 0.236 | 0.244 | 2.613 | 2.603 |
| 1.338 | 1.321 | 2.716 | 2.715 |
| 1.394 | 1.376 | 4.801 | 4.812 |

The largest error among the 45 states is 0.057 eV, at the singlet at 2.812 eV that the model places at 2.755 eV; Weyl's bound is 0.081 eV. The root-mean-square error is 0.016 eV, below the bound 0.028 eV. These errors are small against the 7.58 eV width of the spectrum but not against its smallest intervals. The ground state itself is 0.032 eV too high, so the first excitation is \(0.231-0.032=0.199\) eV in the model against 0.230 eV, an error of 13% of the CASCI value. Fits for \(n=3,4,5,8\) with the same orbitals give \(\sigma=0.0420,\ 0.0502,\ 0.0529,\ 0.0280\) eV, as the scaling factors require, for example \(1.5\times0.0280=0.0420\).

The shares of \(\|R\|_F^2\) in \(L=2,3,4,5,6,8\) are 0.193, 0.003, 0.535, 0.001, 0.263 and 0.006. One candidate source is unequal dilution of the d orbitals. If the metal part of orbital \(p\) is \(\sum_a(\delta_{ap}+x_{ap})d_a\) with symmetric \(x\) and all other parts are ignored, then to first order \(\delta g\) is the sum of \(x\) acting on each of the four indices of \(\bar g\). Since \(\bar g\) is invariant, \(\delta g\) has the ranks of \(x\); the trace of \(x\) rescales \(\bar g\) and stays in the model, so only \(L=2\) and \(4\) reach the residual, and the share explained cannot exceed \(0.193+0.535=0.728\). A second linear least-squares fit of \(R\) to these operators, projected on the residual space, explains 0.403. In this fit \(x\) is free and is not taken from the overlaps with the free-ion orbitals, so 0.403 is an upper limit for first-order scaling and does not show that dilution is the source. Within first order even the best \(x\) leaves 60% of the squared residual unexplained, including all of \(L=6\). The restriction matters. The first-order action of \(x\) on the large part \(Ac^0\) is \(2A\,t[x]\), which the model absorbs, whereas the second-order term \(4A\,x\otimes x\) carries ranks up to \(L=8\) and is not included in this fit. That this remainder comes from integrals over the ligand tails and the non-d metal admixtures is a conjecture; the decomposition does not identify its source.

Mixing \(xy\) and \(z^2\) by 30°, which is not a spatial rotation, leaves the CASCI levels unchanged but gives \(B=0.0820\), \(C=0.5278\) and \(\sigma=0.481\) eV, seventeen times the aligned value. The invariant is preserved: \(5(0.0820)+2(0.5278)=1.4656\) eV and \(5(0.1154)+2(0.4443)=1.4656\) eV. A quasi-Newton (BFGS) minimisation of \(\|R\|_F^2\) over \(O(5)\), started from the aligned frame, lowers \(\sigma\) only from 0.0280 to 0.0279 eV and leaves \(B\) and \(C\) unchanged to four decimals. The search is local, and within its reach the residual of this molecule is a property of the integrals and not of the alignment.
